# Averaged Specularity in a Film with One Specular and One Diffuse Surface

**Setting.** A metal film fills $0<z<d$ and carries a current along $x$, driven by a weak uniform field $E$. The electrons have charge $-e$, a spherical Fermi surface of radius $k_F$, and an isotropic relaxation time $\tau$ in the bulk, so that the mean free path is $\lambda=v_F\tau$ with $v_F=\hbar k_F/m$. The surface at $z=0$ reflects a fraction $p$ of the electrons specularly, the surface at $z=d$ a fraction $q$, at all angles alike. The remaining electrons leave the surface with no memory of their drift. The temperature is far below the Fermi temperature.

In the true film one surface is specular and the other diffuse, $(p,q)=(1,0)$. In the averaged model both have the mean specularity, $(p,q)=(\tfrac12,\tfrac12)$. Write

$$\kappa=\frac d\lambda,\qquad L=\ln\frac1\kappa,\qquad R=\frac{\sigma(\frac12,\frac12)}{\sigma(1,0)} ,$$

and let $u=|\cos\theta|$, with $\theta$ the angle between velocity and film normal.

## Part (a)

*Find the film conductivity for general $p$ and $q$ as an integral over $u$.*

**Answer.** Let $f=f_0+g$, with $g$ linear in $E$. The force is $-eE$, and $\partial f_0/\partial k_x=\hbar v_xf_0'$, where the prime is an energy derivative. The steady Boltzmann equation is

$$v_z\frac{\partial g}{\partial z}-eEv_xf_0'=-\frac g\tau .$$

Put $g=eE\tau v_xf_0'\,\phi$. Dividing by $eEv_xf_0'$ leaves $\tau v_z\,d\phi/dz+\phi=1$. The bulk solution is $\phi=1$, so $\phi$ is the drift relative to bulk. For electrons moving up ($+$) and down ($-$),

$$\pm u\lambda\frac{d\phi_\pm}{dz}+\phi_\pm=1 .$$

Specular reflection keeps $v_x$ and $u$; diffuse reflection returns $\phi=0$. Hence $\phi_+(0)=p\,\phi_-(0)$ and $\phi_-(d)=q\,\phi_+(d)$. The solutions are

$$\phi_+=1-Ae^{-z/(u\lambda)},\qquad \phi_-=1-Be^{-(d-z)/(u\lambda)} .$$

With $x=\kappa/u$ and $w=e^{-x}$, the boundary conditions read $1-A=p(1-Bw)$ and $1-B=q(1-Aw)$, or

$$A=1-p+pwB,\qquad B=1-q+qwA .$$

Substituting each into the other gives

$$A=\frac{1-p+p(1-q)w}{1-pqw^2},\qquad B=\frac{1-q+q(1-p)w}{1-pqw^2},$$

$$A+B=\frac{2-p-q+(p+q-2pq)w}{1-pqw^2}.$$

The average of either exponential over the thickness is $(u\lambda/d)(1-w)=(1-w)/x$. Averaging also over the two directions gives

$$M(x)=1-\frac{(1-w)(A+B)}{2x}.$$

The current density is $-e\sum v_xg=e^2E\tau\sum v_x^2(-f_0')\phi$. On the Fermi sphere $v_x^2$, averaged over azimuth, is $\tfrac12v_F^2(1-u^2)$, and equal intervals of $u$ hold equal numbers of states. Since $\int_0^1(1-u^2)du=\tfrac23$, normalizing to the bulk ($M=1$) gives

$$\frac{\sigma}{\sigma_0}=\frac32\int_0^1(1-u^2)\,M(\kappa/u)\,du,\qquad \sigma_0=\frac{ne^2\tau}{m}=\frac{ne^2\lambda}{\hbar k_F}.$$

As a test, the boundary-value problem was also solved on a grid at $\kappa=0.5$ for $(p,q)=(1,0)$, $(\tfrac12,\tfrac12)$ and $(0.3,0.8)$. The largest difference from this integral was $2.3\times10^{-7}\sigma_0$.

## Part (b)

*Write $M$ for the two films. Show that the averaged model overestimates the conductivity at every thickness. What happens in a thick film?*

**Answer.** For $(1,0)$, $A+B=1+w$, so

$$M_{\rm true}=1-\frac{1-w^2}{2x}=h(2x),\qquad h(y)=1-\frac{1-e^{-y}}{y}.$$

For two diffuse surfaces $A+B=2$ and $M=h(x)$. The true film therefore conducts like a fully diffuse film of thickness $2d$: the specular surface acts as a mirror.

For $(\tfrac12,\tfrac12)$,

$$A+B=\frac{1+w/2}{1-w^2/4}=\frac1{1-w/2},\qquad M_{\rm av}=1-\frac{1-w}{x(2-w)}.$$

The difference is

$$M_{\rm av}-M_{\rm true}=\frac{1-w}{2x}\left[1+w-\frac2{2-w}\right]=\frac{w(1-w)^2}{2x(2-w)}>0,$$

because $(1+w)(2-w)-2=w(1-w)$. The weight $1-u^2$ is not negative, so integration over $u$ preserves the inequality and $R>1$.

In a thick film $w\to0$ and $A+B\to2-p-q$. With $\int_0^1(u-u^3)du=\tfrac14$,

$$\frac{\sigma}{\sigma_0}\simeq1-\frac{3(2-p-q)}{16\kappa}.$$

Only the sum $p+q$ enters, and both films give $1-3/(16\kappa)$. Averaging is justified here because an electron loses its memory in the bulk before it can reach the second surface. At $\kappa=10$ both conductivities are $0.98125\,\sigma_0$.

## Part (c)

*Show that $R\to\frac32$ as $\kappa\to0$, and find the leading correction.*

**Answer.** At fixed $u$ the limit is quick. From $h(y)=y/2-y^2/6+\dots$, $M_{\rm true}\to x$. In $M_{\rm av}$, $1-w=x-x^2/2+\dots$ and $2-w=1+x+\dots$, so $M_{\rm av}\to\tfrac32x$. These forms cannot simply be integrated over $u$, however: $\int du\,\kappa/u$ diverges at grazing angles, where $x$ is not small. The integral needs care.

*Series for the averaged model.* A geometric sum gives

$$\sum_{m=1}^\infty\frac{1-w^m}{2^m}=1-\frac{w/2}{1-w/2}=\frac{1-w}{1-w/2}.$$

Since $(1-w^m)/x=m[1-h(mx)]$,

$$M_{\rm av}=1-\sum_mW_m[1-h(mx)]=\sum_mW_mh(mx),\qquad W_m=\frac m{2^{m+1}}.$$

The last step uses $\sum m2^{-m}=2$, hence $\sum W_m=1$. Also $\sum m^22^{-m}=6$, hence $\sum mW_m=3$. With the conductivity of a fully diffuse film,

$$S(\kappa)=\frac32\int_0^1(1-u^2)h(\kappa/u)\,du,$$

the two results are

$$\frac{\sigma(1,0)}{\sigma_0}=S(2\kappa),\qquad\frac{\sigma(\frac12,\frac12)}{\sigma_0}=\sum_mW_mS(m\kappa).$$

*Small $\kappa$.* In the $u^2$ term the expansion of $h$ may be used directly: $\int_0^1u^2h(\kappa/u)du=\kappa/4+O(\kappa^2)$. In the other term put $y=\kappa/u$ and integrate by parts twice:

$$\int_0^1h(\kappa/u)\,du=\kappa\int_\kappa^\infty\frac{h}{y^2}dy
=h(\kappa)+\kappa\int_\kappa^\infty\frac{h'}y\,dy$$

$$=h(\kappa)-\kappa h'(\kappa)\ln\kappa-\kappa\int_\kappa^\infty h''\ln y\,dy .$$

The boundary terms at infinity vanish, since $h\to1$ and $h'\sim1/y^2$. At small $\kappa$, $h(\kappa)\to\kappa/2$ and $h'(\kappa)\to\tfrac12$. For the last integral use $h=1-\int_0^1e^{-ys}ds$, so that $-h''=\int_0^1s^2e^{-ys}ds$, and $\int_0^\infty e^{-ys}\ln y\,dy=-(\gamma+\ln s)/s$, with $\gamma$ Euler's constant:

$$-\int_0^\infty h''\ln y\,dy=-\int_0^1s(\gamma+\ln s)\,ds=-\frac\gamma2+\frac14 .$$

The terms in $\kappa^2\ln\kappa$, from $h'(\kappa)$ and from the lower limit of the integral, cancel. Collecting the rest,

$$S(\kappa)=\frac32\left[\frac\kappa2+\frac{\kappa L}2-\frac{\gamma\kappa}2+\frac\kappa4-\frac\kappa4\right]+O(\kappa^2)
=\frac{3\kappa}4(L+1-\gamma)+O(\kappa^2).$$

*The ratio.* Replacing $\kappa$ by $2\kappa$ changes $L$ to $L-\ln2$:

$$\frac{\sigma(1,0)}{\sigma_0}\simeq\frac{3\kappa}2(L+1-\gamma-\ln2).$$

In the series, $L$ becomes $L-\ln m$. The remainder of $S(y)$ is bounded by a constant times $y^2$ for all $y>0$, and $\sum m^2W_m$ converges, so the expansion may be summed term by term:

$$\frac{\sigma(\frac12,\frac12)}{\sigma_0}\simeq\frac{9\kappa}4(L+1-\gamma-b),\qquad b=\frac13\sum_mmW_m\ln m=\sum_m\frac{m^2\ln m}{6\cdot2^m}=1.296 .$$

Therefore

$$R=\frac32\left[1-\frac{b-\ln2}{L+1-\gamma-\ln2}\right]+O(\kappa)\;\longrightarrow\;\frac32 .$$

With $b-\ln2=0.603$ and $1-\gamma-\ln2=-0.270$, the case $\kappa=10^{-4}$ ($L=9.210$) gives $R=1.5\,(1-0.603/8.940)=1.399$, in agreement with the full integrals.

The correction falls only as $1/L$. Electrons with $u\gg\kappa$ have the ratio $\tfrac32$. Those with $u<\kappa$ are mostly scattered in the bulk before they cross the film, and their ratio is near 1; above this the ratio climbs slowly, from 1.08 at $u=\kappa$ to 1.25 at $u=3\kappa$ and 1.40 at $u=10\kappa$. The range $u<10\kappa$ accounts for about 90% of the shortfall from $\tfrac32$. These electrons are few, but each carries far more drift than the others, so their share of the current fades only as $1/L$.

## Part (d)

*Both films have the same average chance of diffuse reflection. Explain the factor $\frac32$ by counting crossings between diffuse events. Show that $R<\frac32$ at every thickness. Which equal specularity would reproduce the true film in the thin limit?*

**Answer.** Follow an electron with $x\ll1$, for which bulk collisions during a few crossings can be neglected. It starts with no drift after a diffuse event and gains drift in proportion to time. One crossing takes $d/(uv_F)=x\tau$. If $m$ crossings separate two diffuse events, the mean time since the last event, averaged over this interval, is $mx\tau/2$. An electron picked at a random moment is found in an interval of $m$ crossings with probability proportional to $m$ times the frequency of such intervals. Thus

$$M\simeq\frac x2\,\frac{\langle m^2\rangle}{\langle m\rangle}.$$

In the true film every electron leaves the diffuse surface, is reflected by the specular one and returns: $m=2$ each time, and $M=x$. In the averaged model $m$ has probability $2^{-m}$, so $\langle m\rangle=2$ again but $\langle m^2\rangle=6$, and $M=\tfrac32x$. The mean number of crossings is the same; the spread in that number makes the difference, because long intervals count doubly, by their length and by the drift reached in them. Random trajectories gave a mean of 2.000 crossings per interval in both films, and 2.000 and 3.000 for the interval in which a random electron is found.

For the bound, $h''<0$, so $h$ is concave, and $h(0)=0$. The weights $W_m$ sum to 1 and have mean 3. Jensen's inequality gives $M_{\rm av}=\sum W_mh(mx)<h(3x)$. Since $2x=\tfrac23(3x)+\tfrac13\cdot0$, concavity also gives $h(2x)>\tfrac23h(3x)$. Together,

$$M_{\rm av}<h(3x)<\tfrac32h(2x)=\tfrac32M_{\rm true},$$

and integration over $u$ yields $R<\tfrac32$.

For equal specularities $s$, the probability of $m$ is $(1-s)s^{m-1}$, with $\langle m\rangle=1/(1-s)$ and $\langle m^2\rangle=(1+s)/(1-s)^2$. The true film requires

$$\frac{\langle m^2\rangle}{\langle m\rangle}=\frac{1+s}{1-s}=2,\qquad s=\frac13 .$$

The matching value thus depends on thickness: it tends to $\tfrac13$ in the thin limit and, by part (b), to $\tfrac12$ in the thick one.

## Part (e)

*Take rough values in the regime of copper at room temperature: $n=8.5\times10^{22}$ cm$^{-3}$, $\lambda=40$ nm, $d=4$ nm. Find both resistivities and $R$. Can $R$ come close to $\frac32$ in such a metal?*

**Answer.** The density gives $k_F=(3\pi^2n)^{1/3}=13.6$ nm$^{-1}$, and

$$\rho_0=\frac{\hbar k_F}{ne^2\lambda}=1.64\ \mu\Omega\,\mathrm{cm},$$

which is $\sigma_0=5.47\times10^{17}$ s$^{-1}$ in Gaussian units. With $\kappa=4/40=0.1$, numerical integration of part (a) gives $\sigma/\sigma_0=0.323$ for the true film and $0.375$ for the averaged model. Hence

$$\rho_{\rm true}=\frac{1.64}{0.323}=5.1\ \mu\Omega\,\mathrm{cm},\qquad\rho_{\rm av}=\frac{1.64}{0.375}=4.4\ \mu\Omega\,\mathrm{cm},\qquad R=1.16 .$$

The averaged model overestimates the conductivity by 16% of the true film's value, not by 50%. The matching equal specularity is $0.38$, already nearer to $\tfrac13$ than to $\tfrac12$.

Thinner films at the same $\lambda$ do not reach the limit. The ratio is 1.30 at $\kappa=10^{-2}$ and 1.36 at $10^{-3}$. For $R=1.40$ one needs $\kappa=9.1\times10^{-5}$, or $d=0.0036$ nm, and for $R=1.45$ a thickness of $4\times10^{-7}$ nm. Both lie far below the size of an atom.

The other road is to keep $d=4$ nm and lengthen $\lambda$. For $\lambda=4000$ nm, a hypothetical value for so thin a film, the integral gives $R=1.36$. But here the classical continuum of angles fails. Confinement between hard walls allows $k_z=j\pi/d$ with $j=1,2,\dots$, so the smallest $u$ is about $\pi/(k_Fd)=0.058$. The grazing electrons that delay the limit are then missing: $x$ is at most about $0.001/0.058=0.017$. Replacing the integral by a sum over subbands at fixed electron density gives $R=1.49$. In this estimate, which gives every subband the same specularities, the factor $\tfrac32$ is approached once $\lambda\gg k_Fd^2/\pi$, which is about 70 nm here ($R=1.24$ at $\lambda=70$ nm, $1.45$ at 700 nm). The conclusion rests on a surface that is diffuse at all angles. With the angle-dependent specularity $P(u)$ of part (f), the same subband sum for $(1,P)$ against $(1+P)/2$ on both surfaces gives only $R=1.12$ at $\lambda=4000$ nm, because the lowest subbands are then reflected largely specularly.

## Part (f)

*Which neglected effects matter most for the film of part (e)?*

**Answer.** Each effect is sized separately, the other settings being held fixed.

- **Grain boundaries.** In the Mayadas–Shatzkes model the scattering rate is multiplied by $1+\alpha/c$, where $c$ is the magnitude of the cosine of the angle between velocity and current and $\alpha=(\lambda/D)\,r/(1-r)$. For grain size $D=d$ and boundary reflection $r=0.3$, $\alpha=10\times0.3/0.7=4.3$. The conductivity without surface scattering is then $3\sigma_0\int_0^1c^3dc/(c+\alpha)=0.148\,\sigma_0$. Treated as an isotropic mean free path of $0.148\times40=5.9$ nm, this lowers $R$ to 1.03; keeping the direction-dependent rate in the film problem gives 1.02.
- **Angle-dependent specularity.** For a surface with 0.3 nm rms roughness, Soffer's form $P(u)=\exp[-(2k_Fhu)^2]$, with $h$ the roughness, makes reflection more specular toward grazing incidence: $P=0.51$ at $u=0.1$, $0.80$ at $u=0.058$, and above $0.9$ only for $u$ below about $0.04$. The pair $(1,P)$ gives $0.365\,\sigma_0$, while assigning $(1+P)/2$ to both surfaces gives $0.412\,\sigma_0$, so $R=1.13$.
- **Subbands.** The sum over 17 occupied subbands lowers the conductivities to $0.291\,\sigma_0$ and $0.344\,\sigma_0$ and gives $R=1.18$. These are for hard walls at fixed $\lambda$; walls of finite height, 4.6 eV above $E_F$, raise the conductivities to $0.294\,\sigma_0$ and $0.348\,\sigma_0$ and leave $R$ at 1.18.
- **Mean free path and temperature.** Changing $\lambda$ by $-20\%$ or $+20\%$ gives $R=1.14$ or $1.17$. Thermal smearing is small, $k_BT/E_F=0.004$ at 300 K.

Beside a real copper interconnect film, a perfectly specular surface and the absence of grain boundaries are both extreme assumptions. For the grain parameters above, the boundaries alone would give $1.64/0.148=11\ \mu\Omega$ cm, more than the surfaces do in part (e), and the choice between $(1,0)$ and $(\tfrac12,\tfrac12)$ would shift the conductivity by only 2 to 3%. The distinction matters for films of few grain boundaries with $d$ well below $\lambda$ and surfaces of very different specularity. There, within this model, a single fitted specularity should not be read as the mean of the two. The anisotropy of copper's Fermi surface is left out and has not been sized. The numerical output below lists the main values used.

## Computed values

```
CHECKS
largest grid-solution difference, kappa=0.5: 2.3e-07
trajectories kappa=0.1, (1,0): 0.3232 +- 0.0006
trajectories kappa=0.1, (1/2,1/2): 0.3762 +- 0.0007
mean crossings after emission (1,0), (1/2,1/2): 2.000, 2.000
mean chain length of a random electron: 2.000, 3.000
constant b: 1.2959; ln 2: 0.6931; 1-gamma: 0.4228
TABLE kappa, sigma(1,0)/sigma0, sigma(1/2,1/2)/sigma0, R, thin-limit R
  1e+01 9.8125e-01 9.8125e-01 1.0000 -
  1e+00 8.1911e-01 8.2911e-01 1.0122 -
  1e-01 3.2301e-01 3.7479e-01 1.1603 -
  1e-02 6.5219e-02 8.4600e-02 1.2972 1.2914
  1e-03 9.9581e-03 1.3584e-02 1.3642 1.3638
  1e-04 1.3410e-03 1.8759e-03 1.3989 1.3989
  1e-06 2.0318e-05 2.9120e-05 1.4333 1.4333
  1e-08 2.7225e-07 3.9482e-07 1.4502 1.4502
R=1.40 needs kappa=9.06e-05, d=3.62e-03 nm at lambda=40 nm
R=1.45 needs kappa=1.07e-08, d=4.28e-07 nm at lambda=40 nm
matching equal specularity at kappa=1e-8: 0.3376
EXAMPLE (rough copper-like values)
density: 8.50e+22 cm^-3; lambda: 40.0 nm; d: 4.0 nm
kappa: 0.100; k_F: 13.60 1/nm; E_F: 7.05 eV
v_F: 1.575e+08 cm/s; tau: 25.4 fs
sigma0 (Gaussian): 5.468e+17 1/s
bulk resistivity: 1.644 micro-ohm cm
sigma/sigma0 (1,0): 0.3230; (1/2,1/2): 0.3748
resistivity (1,0): 5.088 micro-ohm cm
resistivity (1/2,1/2): 4.385 micro-ohm cm
R: 1.1603; conductivity overestimate: 16.0 %
matching equal specularity: 0.3825
NEGLECTED EFFECTS
occupied subbands: 17; smallest u, bulk k_F: 0.0577
subband sigma/sigma0 (1,0), (1/2,1/2): 0.2906, 0.3440; R: 1.1837
lambda=4000 nm, d=4 nm: R=1.3642, with subbands 1.4896
grain reflection: 0.30; grain size: 4.0 nm; alpha: 4.286
grain-limited sigma/sigma0 without surfaces: 0.1476
effective lambda with grains: 5.91 nm; R: 1.0261
roughness: 0.30 nm rms; rough-surface specularity at u=0.1: 0.514
Soffer sigma/sigma0, true and averaged: 0.3650, 0.4116; R: 1.1276
kT/E_F at 300 K: 0.00367
R for lambda 20% shorter, longer: 1.1429, 1.1742
```
